Brouwer Diagram of an Acceptor-Doped Oxide with Doubly Charged Vacancies

PROBLEM

An oxide MO, built from M²⁺ and O²⁻ ions, is held at a fixed temperature in oxygen of pressure P. It contains oxygen vacancies of charge +2, metal vacancies of charge −2, electrons and holes. A fixed amount of a monovalent impurity Q⁺ sits on metal sites, where each impurity ion has charge −1 relative to the perfect crystal and acts as an acceptor.

Write v and w for the concentrations of oxygen and metal vacancies, n and p for electrons and holes, and A for acceptors. All are counted per formula unit. P is in bar, and inside equations it stands for the ratio to 1 bar. The acceptor concentration and the equilibrium constants, which are defined by the mass-action laws below, have these round model values:

A = 10⁻³, K_R = 5×10⁻²², K_S = 10⁻¹⁰, K_i = 10⁻¹⁰.

(a) Find n at P = 10⁻¹² bar.
(b) Construct the diagram of log concentration against log P, with the slope of each electron branch.
(c) Compare the straight lines with the full solution.

Assume that the defects are dilute, the carriers nondegenerate, and the vacancies and acceptors fully ionized. Acceptors neither bind vacancies nor leave the crystal.

A TEMPTING SOLUTION

Oxygen leaves the crystal by the reduction reaction

O on its site → oxygen vacancy (2+) + 2 electrons + ½ O₂,

with the mass-action law

v n² P^(1/2) = K_R.

Each vacancy comes with two electrons, so n = 2v. Substituting v = n/2 gives n³ P^(1/2) = 2K_R, hence

n = (2K_R)^(1/3) P^(−1/6).

At 10⁻¹² bar this is n = 10⁻⁷ × 10² = 10⁻⁵. The acceptor does not appear in the reaction, so it seems not to matter.

WHERE IT FAILS

Test the answer by counting charge. It implies v = n/2 = 5×10⁻⁶. The two other equilibria, v w = K_S and n p = K_i, then give w = 2×10⁻⁵ and p = 10⁻⁵. The positive charge is

p + 2v = 10⁻⁵ + 10⁻⁵ = 2×10⁻⁵,

and the negative charge is

n + 2w + A = 10⁻⁵ + 4×10⁻⁵ + 10⁻³ = 1.05×10⁻³.

The crystal would be far from neutral.

The mass-action law is sound. The faulty step is n = 2v. Two electrons accompany each vacancy made by reduction, but vacancies have other sources. When two Q⁺ ions enter as the oxide Q₂O, they occupy two metal sites and bring one oxygen ion for two oxygen sites. One oxygen vacancy results, and no electrons. A mass-action law contains the total v, whatever its origin, so v and n must be linked by the neutrality of the whole crystal and not by the bookkeeping of one reaction.

THE EQUATIONS

Besides reduction, two neutral reactions are needed: the creation of a Schottky pair (one oxygen and one metal vacancy) and the creation of an electron–hole pair. Let ξ_R, ξ_S and ξ_i be the extents of the three reactions. For dilute defects the free energy per formula unit, in units of kT, is

G = Σ c (ln c − 1) + ξ_R (g_R + ½ ln P) + ξ_S g_S + ξ_i g_i.

The sum runs over c = v, w, n, p. The g are standard reaction free energies, and ½ ln P comes from the chemical potential of the released ½ O₂. Since d[c(ln c − 1)]/dc = ln c, and reduction makes one vacancy and two electrons, ∂G/∂ξ_R = 0 reads

ln v + 2 ln n + g_R + ½ ln P = 0.

The other two derivatives are ln v + ln w + g_S = 0 and ln n + ln p + g_i = 0. With K = exp(−g) for each reaction,

v n² P^(1/2) = K_R,  v w = K_S,  n p = K_i.  (1)

Multiplying the second law by the square of the third and dividing by the first gives the law for oxidation, in which ½ O₂ adds an oxygen site and creates a metal vacancy and two holes:

w p² P^(−1/2) = K_ox, K_ox = K_S K_i²/K_R.  (2)

Here K_ox = 10⁻¹⁰ × 10⁻²⁰ / (5×10⁻²²) = 2×10⁻⁹. The system is closed by neutrality:

n + 2w + A = p + 2v.  (3)

THE FOUR BRANCHES

Brouwer's approximation keeps the largest term on each side of (3). Three negative and two positive terms allow six pairs. Two of them, n = p and 2w = 2v, are ruled out here. The first would give n = p = √K_i, which must exceed A to dominate; the second would give 2v = 2w = 2√K_S, which must also exceed A. We take

A ≫ √K_i and A ≫ 2√K_S.  (4)

In the example √K_i = 10⁻⁵ and 2√K_S = 2×10⁻⁵, against A = 10⁻³. Four pairs remain.

Branch I, n = 2v. The tempting formula belongs here:

n = (2K_R)^(1/3) P^(−1/6).

Branch II, A = 2v. The acceptor fixes the vacancy concentration at v = A/2. The first law in (1) becomes n² = (2K_R/A) P^(−1/2), so

n = (2K_R/A)^(1/2) P^(−1/4).

The exponent has changed because v no longer varies with n. The pressure factor P^(−1/2) is now carried by n² alone, instead of by the product v n² ∝ n³.

Branch III, A = p. Holes compensate the acceptor, and

n = K_i/A,

independent of pressure. The vacancies still respond: v = K_R P^(−1/2)/n² falls as P^(−1/2), and w = K_S/v rises as P^(1/2).

Branch IV, 2w = p. Putting w = p/2 into (2) gives p³ = 2K_ox P^(1/2), so

p = (2K_ox)^(1/3) P^(1/6),  n = K_i (2K_ox)^(−1/3) P^(−1/6).

The electron slope is again −1/6, although electrons are here a minority species, as they have been since the point n = p in the middle of branch II.

The corners lie where neighbouring lines cross. Branch I falls to n = A when P^(1/6) = (2K_R)^(1/3)/A, and branch II has the same value there:

P1 = 4K_R²/A⁶ = 10⁻⁴²/10⁻¹⁸ = 10⁻²⁴ bar.

Branch II falls to n = K_i/A when P^(1/4) = (2K_R/A)^(1/2) A/K_i. The fourth power is

P2 = 4K_R² A²/K_i⁴ = 10⁻⁴² × 10⁻⁶/10⁻⁴⁰ = 10⁻⁸ bar.

Branch IV has p = A when P^(1/6) = A/(2K_ox)^(1/3):

P3 = A⁶/(4K_ox²) = 10⁻¹⁸/(1.6×10⁻¹⁷) = 0.0625 bar.

Using K_ox K_R = K_S K_i² in the second ratio, we find

P2/P1 = (A/√K_i)⁸,  P3/P2 = (A/(2√K_S))⁴.

Conditions (4) therefore put the corners in the order P1 < P2 < P3 and give branches II and III their widths. Here the ratios are 10¹⁶ and 6.25×10⁶.

DRAWING THE DIAGRAM

Straight lines need only their end points. The base-10 logarithms of the Brouwer estimates are:

log P   log n   log p   log v   log w
−30.0   −2.00   −8.00   −2.30   −7.70
−24.0   −3.00   −7.00   −3.30   −6.70
−8.0    −7.00   −3.00   −3.30   −6.70
−1.2    −7.00   −3.00   −6.70   −3.30
2.0     −7.53   −2.47   −7.23   −2.77

Join successive points in each column. The electron line drops one decade in six from −30 to −24, and four decades in sixteen from −24 to −8. It is then flat up to P3, and beyond it the slope is −1/6.

The answer to (a) now follows. The pressure 10⁻¹² bar lies between P1 and P2, so branch II applies:

n ≈ (10⁻²¹/10⁻³)^(1/2) × (10⁻¹²)^(−1/4) = 10⁻⁹ × 10³ = 10⁻⁶.

THE FULL SOLUTION

Equations (1) and (3) can be solved without dropping any term if n is used as the parameter. Define

D = n + A − K_i/n.

Since p = K_i/n, neutrality says 2v − 2w = D. Inserting w = K_S/v and multiplying by v gives

2v² − D v − 2K_S = 0.

The product of the two roots is −K_S, which is negative, so one root is positive:

v = [D + √(D² + 16K_S)]/4.  (5)

The first law in (1) then gives the pressure:

P = [K_R/(v n²)]².  (6)

Choosing values of n and plotting (6) traces the whole curve.

Its local slope also has a closed form. Let s = d ln n/d ln P. Taking logarithmic derivatives of (1) gives

d ln v/d ln P = −2s − ½,
d ln w/d ln P = 2s + ½,
d ln p/d ln P = −s.

Each concentration changes by itself times its logarithmic derivative, and A is fixed. Differentiating (3) therefore yields

n s + 2w(2s + ½) = −p s − 2v(2s + ½).

Collecting the terms in s,

s [n + p + 4(v + w)] = −(v + w),

s = −(v + w)/[n + p + 4(v + w)].  (7)

All concentrations are positive, so s lies strictly between −1/4 and 0. Read in reverse, d ln P/d ln n = 1/s is always below −4. Hence P falls steadily as n grows and runs through all positive values, so each pressure has one solution.

Formula (7) also shows what the slopes mean. If vacancies far outnumber electronic carriers, s → −1/4. If carriers far outnumber vacancies, s → 0. If each doubly charged vacancy is balanced by two carriers, as with v = n/2 in branch I or w = p/2 in branch IV, then s → −(1/2)/(1 + 2) = −1/6.

COMPARISON

The numerical check minimizes G directly and confirms (6) and (7). Its results are compared here with the Brouwer lines:

P/bar     n full     n Brouwer  slope s
10⁻³⁰     9.68×10⁻³  1.00×10⁻²  −0.172
10⁻²⁴     7.55×10⁻⁴  1.00×10⁻³  −0.206
10⁻²⁰     9.56×10⁻⁵  1.00×10⁻⁴  −0.239
10⁻¹⁶     1.00×10⁻⁵  1.00×10⁻⁵  −0.248
10⁻¹²     1.05×10⁻⁶  1.00×10⁻⁶  −0.237
10⁻⁸      1.62×10⁻⁷  1.00×10⁻⁷  −0.138
2.5×10⁻⁵  1.00×10⁻⁷  1.00×10⁻⁷  −0.019
0.0625    6.83×10⁻⁸  1.00×10⁻⁷  −0.097
10²       2.64×10⁻⁸  2.92×10⁻⁸  −0.149

At 10⁻¹² bar the full answer is n = 1.05×10⁻⁶, and the tempting value 10⁻⁵ is too large by a factor of about 9.5. The charge count now closes. With p = 9.52×10⁻⁵, v = 4.531×10⁻⁴ and w = 2.2×10⁻⁷, the positive side is

9.52×10⁻⁵ + 9.062×10⁻⁴ = 1.001×10⁻³,

and the negative side is

1.05×10⁻⁶ + 4.4×10⁻⁷ + 10⁻³ = 1.001×10⁻³.

The 5% excess over the branch II estimate comes from the holes. They already compensate nearly a tenth of the acceptors, so v is 0.906 of A/2. At fixed P, n varies as v^(−1/2), and 0.906^(−1/2) = 1.05.

The largest relative errors in the table are at the corners, where three charges matter.

At P1, keep 2v = n + A. The first law in (1) gives (n + A)n² = 2K_R P1^(−1/2) = A³. With y = n/A this is

y³ + y² = 1, y = 0.755.

At P2, keep A = p + 2v. Since n = K_i/p and P2^(1/2) = 2K_R A/K_i², we have 2v = 2K_R p²/(K_i² P2^(1/2)) = p²/A. With z = p/A,

z² + z = 1, z = 0.618.

Thus n = K_i/(zA) is 1.62 times the corner value.

At P3, keep p = A + 2w. Equation (2) gives 2w = 2K_ox P3^(1/2)/p² = A³/p². With u = p/A,

u³ − u² = 1, u = 1.466,

and n is 1/u = 0.68 times the corner value. The three-term estimates of y, z and u agree with the full solution to about 0.1% or better.

HOW CLOSELY THE IDEAL SLOPES ARE REACHED

Near the middle of branch II lies the point n = p = √K_i, where D = A. There v − w = A/2 and v w = K_S, so

(v + w)² = (v − w)² + 4v w = A²/4 + 4K_S,

v + w = ½√(A² + 16K_S).

Equation (7) becomes

s = −(1/4)/[1 + √K_i/√(A² + 16K_S)].

For the example s = −0.2475, which is 1% short of −1/4 in magnitude, even though branch II spans sixteen decades. By conditions (4), the shortfall is roughly √K_i/A.

The slope −1/6 at low pressure is harder to reach in this doped oxide. Where p and w are negligible, 2v = n + A and (7) gives

s = −(n + A)/[2(3n + 2A)].

This tends to −1/6 only for n ≫ A. At 10⁻³⁰ bar n is still only 9.7 times A, and the slope is −0.172. Going much lower in pressure would not make a clean test: the branch I formula gives n = 0.1 per formula unit at 10⁻³⁶ bar, where the dilute theory is no longer reliable.

At the other end n and v are negligible, 2w = p − A, and

s = −(p − A)/[2(3p − 2A)].

This approaches −1/6 from the shallower side. At 10² bar p is 3.8 times A, and s = −0.149.

Removing the acceptor exposes both −1/6 branches at dilute concentrations. With A = 0 and the same equilibrium constants, the full solution gives s = −0.1667 both at 10⁻²⁴ bar, where n = 1.00×10⁻³, and at 1 bar. The tempting solution is thus a good approximation when n is much larger than A, √K_i and 2√K_S.

WHAT A MEASURED SLOPE CAN SHOW

The slope s belongs to the electrons. Since d ln p/d ln P = −s, a measurement that follows the more numerous carrier sees a negative slope only where n exceeds p, here below about 10⁻¹⁶ bar. In the upper half of branch II holes dominate (p is about 91 times n at 10⁻¹² bar) and their slope is positive, +0.237 at that pressure.

An electron slope of −1/4 does not by itself prove that an acceptor is present. Equation (7) requires only that vacancies dominate the carriers. In an undoped oxide with K_S ≫ K_i, Schottky disorder can fix v = w = √K_S, and then

n = (K_R/√K_S)^(1/2) P^(−1/4).

For A = 0, K_S = 10⁻⁶ and K_i = 10⁻¹², with K_R unchanged, the full solution has s = −0.2499 at 2.5×10⁻¹³ bar. Varying the doping separates the two cases: well inside branch II, away from its corners, n falls approximately as A^(−1/2) at fixed P, whereas the Schottky-controlled value depends only weakly on A while A is small compared with 2√K_S.

The charge state matters too. If the dominant oxygen vacancies had charge +1, reduction would release one electron each, so that v n P^(1/2) would be constant. With n = v this also gives n ∝ P^(−1/4), without any acceptor.

Other departures follow from the remaining assumptions. Binding between acceptors and vacancies changes the number of free charges in (3), and loss of acceptors makes A vary. At high pressure, P must be read as the oxygen fugacity. The slopes also presuppose one temperature throughout, because every equilibrium constant depends on it.

Table of computed values

```
Model inputs (concentrations per formula unit, P in bar)
A = 1.000e-03, K_R = 5.000e-22, K_S = 1.000e-10, K_i = 1.000e-10
K_ox = 2.000e-09
corner pressures: P1 = 1.000e-24 bar, P2 = 1.000e-08 bar, P3 = 6.250e-02 bar
P2/P1 = 1.000e+16, P3/P2 = 6.250e+06
Full solution; slope = d ln n/d ln P; n_B = Brouwer estimate of n
P/bar      n          p          v(O vac)   w(M vac)   slope    n_B
1.000e-30  9.678e-03  1.033e-08  5.339e-03  1.873e-08  -0.1720  1.000e-02
1.000e-24  7.549e-04  1.325e-07  8.775e-04  1.140e-07  -0.2057  1.000e-03
1.000e-20  9.557e-05  1.046e-06  5.474e-04  1.827e-07  -0.2394  1.000e-04
1.000e-16  9.998e-06  1.000e-05  5.002e-04  1.999e-07  -0.2475  1.000e-05
1.000e-12  1.050e-06  9.520e-05  4.531e-04  2.207e-07  -0.2374  1.000e-06
1.000e-08  1.617e-07  6.186e-04  1.913e-04  5.227e-07  -0.1384  1.000e-07
2.500e-05  9.999e-08  1.000e-03  1.000e-05  9.998e-06  -0.0185  1.000e-07
6.250e-02  6.826e-08  1.465e-03  4.293e-07  2.329e-04  -0.0973  1.000e-07
1.000e+02  2.640e-08  3.788e-03  7.174e-08  1.394e-03  -0.1489  2.924e-08
largest |slope formula - finite difference| = 6.1e-10
largest relative error of P(n) formula = 1.7e-19
P = 1.0e-30 bar: two-branch slope -0.1720, numerical -0.1720
P = 1.0e-24 bar: two-branch slope -0.2057, numerical -0.2057
n = p at P = 9.9920e-17 bar, slope -0.24753
n/A at P1: full 0.7549, three-term 0.7549
p/A at P2: full 0.6186, three-term 0.6180
p/A at P3: full 1.4651, three-term 1.4656
undoped, low P = 1e-24 bar: n = 9.9990e-04, branch 1.0000e-03, slope -0.16670
undoped, high P = 1e+00 bar: n = 6.2999e-08, branch 6.2996e-08, slope -0.16668
undoped with K_S = 1e-06, K_i = 1e-12:
  at P = 2.50e-13 bar the slope is -0.24994
```
